# The effective repulsion of two coalescing electrons in a finite basis: a numerical check

```python
"""Local range-separation function mu(r) = sqrt(pi)/2 * W(r,r).
Tests: erf limit/series and Fourier form; matching by root finding; general
2-RDM definition (explicit CI vectors) vs Hartree-Fock working formula; energy
sum rule by real-space quadrature; vanishing same-spin part; AO form and
unit-charge picture; invariance; sign properties; Gaussian and plane-wave cases.
Example: triplet O atom, UHF. Hartree atomic units."""
import numpy as np
import sympy as sp
from scipy import integrate, optimize, special
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, dft, fci, ao2mo, lib

scf.hf.MUTE_CHKFILE = True
lib.num_threads(1)
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
HP = np.sqrt(np.pi) / 2
print(f"1 hartree = {EV:.6f} eV ; 1 bohr = {ANG:.6f} angstrom ; sqrt(pi)/2 = {HP:.6f}")

def oxygen(basis):
    mol = gto.M(atom='O 0 0 0', basis=basis, spin=2, symmetry='D2h', unit='bohr', verbose=0)
    eri = mol.intor('int2e', aosym='s8')
    mf = scf.UHF(mol)
    mf.chkfile, mf._eri, mf.conv_tol = None, eri, 1e-10
    mf.irrep_nelec = {'Ag': (2, 2), 'B1u': (1, 1), 'B2u': (1, 0), 'B3u': (1, 0)}
    mf.kernel()
    assert mf.converged
    occ = []
    for s in (0, 1):
        idx = np.where(mf.mo_occ[s] > 0.5)[0]
        idx = idx[np.argsort(mf.mo_energy[s][idx])]
        occ.append(np.array(mf.mo_coeff[s])[:, idx])
    return mol, mf, eri, np.array(mf.mo_coeff[0]), occ[0], occ[1]

def working(mol, eri, C, Ca, Cb):
    """Determinant working formula; returns pts -> (f, n_alpha, n_beta)."""
    n = C.shape[1]
    V = ao2mo.incore.general(eri, (C, Ca, C, Cb), compact=False)
    V = V.reshape(n * Ca.shape[1], n * Cb.shape[1])
    def ev(pts):
        ao = mol.eval_gto('GTOval_sph', np.array(pts, dtype=float))
        phi, a, b = ao @ C, ao @ Ca, ao @ Cb
        A = (phi[:, :, None] * a[:, None, :]).reshape(len(ao), -1)
        B = (phi[:, :, None] * b[:, None, :]).reshape(len(ao), -1)
        return np.einsum('gx,gx->g', A @ V, B), (a**2).sum(1), (b**2).sum(1)
    return ev

def W_of(ev, pts):
    f, na, nb = ev(pts)
    return f / (na * nb)

def grid(mol, nr, na):
    g = dft.gen_grid.Grids(mol)
    g.atom_grid, g.prune = (nr, na), None
    g.build()
    return g.coords, g.weights

PTS = [[0, 0, 0], [0, 0, .5], [0, 0, 1], [0, 0, 2], [1, 0, 0]]

# 1. the erf interaction
m, r = sp.symbols('m r', positive=True)
assert sp.simplify(sp.limit(sp.erf(m*r)/r, r, 0) - 2*m/sp.sqrt(sp.pi)) == 0
ser = sp.series(sp.erf(m*r), r, 0, 5).removeO() / r
assert sp.simplify(ser - 2*m/sp.sqrt(sp.pi)*(1 - m**2*r**2/3)) == 0
mu0 = 1.3
four = lambda R: 2/np.pi*integrate.quad(
    lambda k: np.exp(-k*k/(4*mu0**2))*np.sinc(k*R/np.pi), 0, 40*mu0, limit=200)[0]
assert abs(four(0.0) - mu0/HP) < 1e-9 and abs(four(0.7) - special.erf(0.7*mu0)/0.7) < 1e-9

# 2. general definition from CI vectors, O/6-31G
mol, mf, eri, C, Ca, Cb = oxygen('6-31g')
n, S = C.shape[1], mol.intor('int1e_ovlp')
h1 = C.T @ mf.get_hcore() @ C
g4 = ao2mo.restore(1, ao2mo.incore.full(eri, C), n)
def minors(U):
    strs = fci.cistring.make_strings(range(n), U.shape[1])
    return np.array([np.linalg.det(U[[p for p in range(n) if int(s) >> p & 1], :]) for s in strs])
ci_det = np.outer(minors(C.T @ S @ Ca), minors(C.T @ S @ Cb))
solver = fci.direct_spin1.FCI(mol)
solver.conv_tol = 1e-10
e_fci, ci_fci = solver.kernel(h1, g4, n, (5, 3), ci0=ci_det)
assert abs(np.vdot(ci_det, ci_fci)) > 0.95
co, w = grid(mol, 150, 50)
phig = mol.eval_gto('GTOval_sph', co) @ C
Snum = phig.T @ (w[:, None] * phig)
pot = np.einsum('gmn,mu,ns->gus', mol.intor('int1e_grids', grids=co), C, C, optimize=True)
phi = mol.eval_gto('GTOval_sph', np.array(PTS, float)) @ C
four_phi = lambda T: np.einsum('gp,gt,gq,gu,ptqu->g', phi, phi, phi, phi, T, optimize=True)
mu_gen = {}
for name, ci, e_ref in (('UHF', ci_det, mf.e_tot), ('FCI', ci_fci, e_fci)):
    (da, db), (aa, ab, bb) = fci.direct_spin1.make_rdm12s(ci, n, (5, 3))
    E = np.sum(h1*(da + db)) + np.sum(g4*(0.5*aa + ab + 0.5*bb))
    assert abs(E - e_ref) < 1e-7                      # fixes the RDM convention
    T = lambda G: np.einsum('prqs,trus->ptqu', g4, G, optimize=True)
    f, n2 = four_phi(T(ab)), four_phi(ab)
    for G in (aa, bb):                                # same spin vanishes on top
        assert np.all(abs(four_phi(T(G))) < 1e-9*abs(f)) and np.all(abs(four_phi(G)) < 1e-9*n2)
    int_f = np.einsum('pt,qu,ptqu->', Snum, Snum, T(ab))
    half = np.einsum('trus,gus->gtr', ab, pot, optimize=True)
    int_n2 = np.einsum('g,gt,gr,gtr->', w, phig, phig, half, optimize=True)
    assert abs(int_f/int_n2 - 1) < 1e-6               # radial-grid accuracy
    mu_gen[name] = HP * f / n2
    print(f"6-31G {name}: E = {e_ref:.6f} Eh ; int f = {int_f:.6f} Eh ; int n2/r12 = {int_n2:.6f} Eh")
assert np.allclose(mu_gen['UHF'], HP*W_of(working(mol, eri, C, Ca, Cb), PTS), rtol=1e-9)
print("points (bohr): origin, z=0.5, z=1, z=2, x=1")
for k in mu_gen:
    print(f"6-31G {k} mu (1/bohr):", " ".join(f"{x:.4f}" for x in mu_gen[k]))

# 3. basis series
means, keep = [], {}
for basis in ('cc-pvdz', 'cc-pvtz', 'cc-pvqz'):
    keep[basis] = oxygen(basis)
    mol, mf, eri, C, Ca, Cb = keep[basis]
    ev = working(mol, eri, C, Ca, Cb)
    av = []
    for nr, na_ in ((60, 110), (80, 194)):
        co, w = grid(mol, nr, na_)
        f, na, nb = ev(co)
        ok = nb > 1e-12
        av.append(np.sum((w*(na + nb))[ok] * HP * f[ok]/(na*nb)[ok]) / 8)
    assert abs(av[0]/av[1] - 1) < 5e-3                # mean is grid-converged
    means.append(av[1])
    mu = HP * W_of(ev, PTS)
    print(f"{basis}: {mol.nao} functions, E_UHF = {mf.e_tot:.6f} Eh = {mf.e_tot*EV:.3f} eV")
    print("  mu (1/bohr):    ", " ".join(f"{x:.4f}" for x in mu))
    print("  mu (1/angstrom):", " ".join(f"{x/ANG:.4f}" for x in mu))
    print(f"  density-weighted mean mu = {av[1]:.3f} 1/bohr = {av[1]/ANG:.3f} 1/angstrom")
assert means[0] < means[1] < means[2]

# 4. worked point, cc-pVTZ, r = (0,0,1)
mol, mf, eri, C, Ca, Cb = keep['cc-pvtz']
S = mol.intor('int1e_ovlp')
ev = working(mol, eri, C, Ca, Cb)
f, na, nb = ev([[0, 0, 1], [1, 0, 0]])
assert nb[0] > 1.5*nb[1]                              # beta 2p points along z
f, na, nb = f[0], na[0], nb[0]
W = f/(na*nb)
mu = HP*W
print(f"worked point: cc-pVTZ, r = (0,0,1) bohr = {ANG:.4f} angstrom from nucleus")
print(f"  n_alpha = {na:.6f} , n_beta = {nb:.6f} bohr^-3 ; n2 = {na*nb:.6f} bohr^-6")
print(f"  f = {f:.6f} Eh bohr^-6 ; W = {W:.6f} Eh = {W*EV:.4f} eV")
print(f"  mu = {mu:.6f} 1/bohr = {mu/ANG:.6f} 1/angstrom")
print(f"  1/mu = {1/mu:.6f} bohr = {ANG/mu:.6f} angstrom")
eps = 1e-3
mu_eps = optimize.brentq(lambda x: special.erf(x*eps)/eps - W, 1e-3, 100, xtol=1e-15)
assert abs((mu_eps - mu)/(mu**3*eps**2/3) - 1) < 1e-3
print(f"  match at r12 = {eps} bohr: mu shift = {mu_eps-mu:.4e} 1/bohr, mu^3 eps^2/3 = {mu**3*eps**2/3:.4e}")
chi = mol.eval_gto('GTOval_sph', np.array([[0., 0., 1.]]))[0]
Ms = []
for Co, d in ((Ca, na), (Cb, nb)):
    M = np.outer(np.linalg.solve(S, chi), Co @ (Co.T @ chi)) / d
    Ms.append(0.5*(M + M.T))
vj = scf.hf.dot_eri_dm(eri, Ms[1], hermi=1, with_j=True, with_k=False)[0]
assert abs(np.sum(Ms[0]*vj)/W - 1) < 1e-9             # AO form
co, w = grid(mol, 150, 86)                            # angular rule exact to degree 15
aog = mol.eval_gto('GTOval_sph', co)
rho = [np.einsum('gm,gm->g', aog @ M, aog) for M in Ms]
vb = np.einsum('gmn,mn->g', mol.intor('int1e_grids', grids=co), Ms[1])
Wq, qa, qb = np.sum(w*rho[0]*vb), np.sum(w*rho[0]), np.sum(w*rho[1])
assert abs(Wq/W - 1) < 1e-6 and abs(qa - 1) < 1e-6 and abs(qb - 1) < 1e-6
print(f"  real-space route: charges {qa:.6f}, {qb:.6f} ; W = {Wq:.6f} Eh")
rng = np.random.default_rng(1)
rot = lambda k: np.linalg.qr(rng.normal(size=(k, k)))[0]
sv, su = np.linalg.eigh(S)
lowdin = su @ np.diag(sv**-0.5) @ su.T
Wrot = W_of(working(mol, eri, lowdin, Ca @ rot(5), Cb @ rot(3)), PTS)
assert np.allclose(Wrot, W_of(ev, PTS), rtol=1e-9)    # invariance
mufc = HP*W_of(working(mol, eri, C, Ca[:, 1:], Cb[:, 1:]), [[0, 0, 1]])[0]
print(f"  frozen-core mu = {mufc:.6f} 1/bohr = {mufc/ANG:.6f} 1/angstrom")

# 5. sign: closed shell positive, open shell need not be
fc, nc, _ = working(mol, eri, C, Ca[:, :4], Ca[:, :4])(co)
assert np.all(fc[nc > 1e-12] > 0)
orb2s = lambda z: (mol.eval_gto('GTOval_sph', np.array([[0., 0., z]])) @ Ca[:, 1])[0]
z0 = optimize.brentq(orb2s, 0.1, 0.6, xtol=1e-13)
Wn = W_of(working(mol, eri, C, Ca[:, 1:2], Cb[:, :1]), [[0, 0, z0 - 1e-4], [0, 0, z0 + 1e-4]])
assert Wn[0]*Wn[1] < 0
print(f"2s(alpha)1s(beta), cc-pVTZ: 2s node at {z0:.4f} bohr = {z0*ANG:.4f} angstrom")
print(f"  W at node -/+ 1e-4 bohr = {Wn[0]:.1f} , {Wn[1]:.1f} Eh")

# 6. single Gaussian basis
a = 0.75
he = gto.M(atom='He 0 0 0', basis={'He': [[0, [a, 1.0]]]}, verbose=0)
one = np.eye(1)
Wg = W_of(working(he, he.intor('int2e', aosym='s8'), one, one, one), PTS)
assert np.allclose(HP*Wg, np.sqrt(a), rtol=1e-10)
print(f"one Gaussian, a = {a} bohr^-2: W = {Wg[0]:.6f} Eh = {Wg[0]*EV:.4f} eV, mu = {HP*Wg[0]:.6f} 1/bohr")

# 7. plane waves: lattice sums without k = 0, error O(1/N)
kc, R = 2.0, 1.5
W0, WR = 2*kc/np.pi, 2/np.pi*special.sici(kc*R)[0]/R
print(f"plane waves, kc = {kc} 1/bohr: 2kc/pi = {W0:.6f} Eh = {W0*EV:.4f} eV, mu = {kc/np.sqrt(np.pi):.6f} 1/bohr")
errs = []
for N in (15, 30, 60):
    i = np.arange(-N, N + 1)
    nsq = i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2
    inv = np.where((nsq > 0) & (nsq <= N*N), 1.0/np.maximum(nsq, 1), 0.0)
    L = 2*np.pi*N/kc
    s0 = inv.sum()/(np.pi*L)
    sR = (inv.sum(axis=(0, 1))*np.cos(2*np.pi*i*R/L)).sum()/(np.pi*L)
    errs.append(abs(s0/W0 - 1))
    assert errs[-1] < 1.0/N
    print(f"  N = {N}, L = {L:.2f} bohr: W(0) = {s0:.5f} Eh, W({R})-W(0) = {sR-s0:.5f} Eh")
assert errs[0] > errs[1] > errs[2] and abs((sR - s0) - (WR - W0)) < 2e-3
k, x = sp.symbols('k x', positive=True)
assert sp.simplify(sp.series(sp.Si(k*x), x, 0, 5).removeO()/(k*x) - (1 - k**2*x**2/18)) == 0
print(f"  formula: W({R} bohr) = {WR:.5f} Eh, difference to W(0) = {WR-W0:.5f} Eh")
print(f"  matched erf at {R} bohr = {special.erf(kc/np.sqrt(np.pi)*R)/R:.5f} Eh ; 1/r12 = {1/R:.5f} Eh")
print(f"  curvature / kc^2: exact 1/18 = {1/18:.4f} , erf 1/(3 pi) = {1/(3*np.pi):.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
1 hartree = 27.211386 eV ; 1 bohr = 0.529177 angstrom ; sqrt(pi)/2 = 0.886227
6-31G UHF: E = -74.780310 Eh ; int f = 17.503594 Eh ; int n2/r12 = 17.503594 Eh
6-31G FCI: E = -74.839408 Eh ; int f = 17.368780 Eh ; int n2/r12 = 17.368780 Eh
points (bohr): origin, z=0.5, z=1, z=2, x=1
6-31G UHF mu (1/bohr): 4.3873 1.4592 1.0448 0.5217 1.1218
6-31G FCI mu (1/bohr): 4.3879 1.4836 1.0343 0.5276 1.1102
cc-pvdz: 14 functions, E_UHF = -74.792166 Eh = -2035.199 eV
  mu (1/bohr):     4.3880 1.6393 1.6117 0.6584 1.6182
  mu (1/angstrom): 8.2922 3.0978 3.0457 1.2442 3.0580
  density-weighted mean mu = 2.061 1/bohr = 3.894 1/angstrom
cc-pvtz: 30 functions, E_UHF = -74.811757 Eh = -2035.732 eV
  mu (1/bohr):     6.1311 2.6295 2.0778 1.0315 2.0511
  mu (1/angstrom): 11.5862 4.9691 3.9264 1.9492 3.8759
  density-weighted mean mu = 2.602 1/bohr = 4.916 1/angstrom
cc-pvqz: 55 functions, E_UHF = -74.817295 Eh = -2035.882 eV
  mu (1/bohr):     13.3100 3.4549 2.7680 1.3248 2.7823
  mu (1/angstrom): 25.1523 6.5288 5.2308 2.5035 5.2578
  density-weighted mean mu = 3.312 1/bohr = 6.258 1/angstrom
worked point: cc-pVTZ, r = (0,0,1) bohr = 0.5292 angstrom from nucleus
  n_alpha = 0.225989 , n_beta = 0.237419 bohr^-3 ; n2 = 0.053654 bohr^-6
  f = 0.125792 Eh bohr^-6 ; W = 2.344494 Eh = 63.7969 eV
  mu = 2.077753 1/bohr = 3.926385 1/angstrom
  1/mu = 0.481289 bohr = 0.254687 angstrom
  match at r12 = 0.001 bohr: mu shift = 2.9899e-06 1/bohr, mu^3 eps^2/3 = 2.9899e-06
  real-space route: charges 1.000000, 1.000000 ; W = 2.344494 Eh
  frozen-core mu = 2.075054 1/bohr = 3.921284 1/angstrom
2s(alpha)1s(beta), cc-pVTZ: 2s node at 0.2783 bohr = 0.1473 angstrom
  W at node -/+ 1e-4 bohr = 656.5 , -648.3 Eh
one Gaussian, a = 0.75 bohr^-2: W = 0.977205 Eh = 26.5911 eV, mu = 0.866025 1/bohr
plane waves, kc = 2.0 1/bohr: 2kc/pi = 1.273240 Eh = 34.6466 eV, mu = 1.128379 1/bohr
  N = 15, L = 47.12 bohr: W(0) = 1.21332 Eh, W(1.5)-W(0) = -0.48905 Eh
  N = 30, L = 94.25 bohr: W(0) = 1.24307 Eh, W(1.5)-W(0) = -0.48867 Eh
  N = 60, L = 188.50 bohr: W(0) = 1.25786 Eh, W(1.5)-W(0) = -0.48835 Eh
  formula: W(1.5 bohr) = 0.78459 Eh, difference to W(0) = -0.48865 Eh
  matched erf at 1.5 bohr = 0.65555 Eh ; 1/r12 = 0.66667 Eh
  curvature / kc^2: exact 1/18 = 0.0556 , erf 1/(3 pi) = 0.1061
ALL CHECKS PASSED
```
